**Bohr energy variance: numerical tests and a molybdenum example**

The program tests the variance \(4\pi Z_1^2Z_2e^4Nx\) of the electronic energy loss of a fast, bare, heavy ion, where \(Z_1\) is the ion charge number, \(Z_2\) the electrons per atom, \(N\) the atom density, \(x\) the thickness and \(e\) the elementary charge in Gaussian units. It asserts that the second moment from integrated Newtonian trajectories and the one from Coulomb partial waves both agree with the formula. Randomly placed electrons test the variance and the skewness. Further assertions cover the relativistic, finite-mass and nuclear factors, moving electrons, and the growth of the variance as ions slow down. For 100 MeV helium-4 ions in 100 µm of molybdenum the output gives a standard deviation of 167.4 keV and a maximum single transfer of 52.7 keV. Electron motion outside the K shell adds an estimated 10% to the variance, the largest of the neglected effects on electronic loss that are sized. The motion, bunching and mean-loss figures rest on Slater's screening rules and are rough estimates.

## Program and output

```python
"""
Result under test: the variance of the electronic energy loss of a fast, bare,
heavy ion is 4 pi Z1^2 Z2 e^4 N x (Gaussian units).
Z1: ion charge number; Z2: electrons per target atom; N: atoms per volume;
x: thickness; e: elementary charge. Electrons are free, at rest and random.
Example: helium-4 ions through molybdenum. Energies in eV, lengths in nm,
masses as rest energies in eV, speeds in units of the speed of light.
Slater screening rules supply a rough atom for sizing neglected effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import loggamma, gamma as gamma_function

rng = np.random.default_rng(12345)
pi = np.pi

# Inputs and physical constants
Z1, Z2 = 2, 42
ion_energy = 100e6
thickness = 1.0e5
density_g_cm3 = 10.2
molar_mass = 95.95
thickness_spread = 0.01
e2 = const.e / (4 * pi * const.epsilon_0) * 1e9
electron_mass = const.m_e * const.c**2 / const.e
ion_mass = const.physical_constants["alpha particle mass"][0] * const.c**2 / const.e
target_mass = molar_mass * const.atomic_mass * const.c**2 / const.e
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
bohr_radius = const.physical_constants["Bohr radius"][0] * 1e9
atom_density = density_g_cm3 * const.N_A / molar_mass * 1e-21


def electron_mv2(energy):
    lorentz = 1 + energy / ion_mass
    return electron_mass * (1 - 1 / lorentz**2)


lorentz = 1 + ion_energy / ion_mass
beta2 = 1 - 1 / lorentz**2
beta = np.sqrt(beta2)
mv2 = electron_mv2(ion_energy)
max_transfer = 2 * mv2
b0 = Z1 * e2 / mv2
variance_rate = 4 * pi * Z1**2 * Z2 * e2**2 * atom_density
variance = variance_rate * thickness
sigma = np.sqrt(variance)
skewness = max_transfer / (2 * sigma)

# The same variance in cgs Gaussian units
charge_esu = const.e * const.c * 10
variance_erg2 = (4 * pi * Z1**2 * Z2 * charge_esu**4
                 * atom_density * 1e21 * thickness * 1e-7)
erg_in_ev = 1e-7 / const.e
assert abs(variance_erg2 * erg_in_ev**2 / variance - 1) < 1e-6


# Newtonian trajectories in the ion frame, units m = v = Z1 e^2 = 1
def transfer_from_trajectory(impact):
    start = 3000.0
    speed = np.sqrt(1 + 2 / start)

    def motion(t, state):
        px, py, vx, vy = state
        r3 = (px * px + py * py)**1.5
        return [vx, vy, -px / r3, -py / r3]

    path = solve_ivp(motion, (0, 2 * start), [-start, impact / speed, speed, 0],
                     method="DOP853", rtol=1e-10, atol=1e-11)
    assert path.success
    vx, vy = path.y[2, -1], path.y[3, -1]
    return 1 - vx / np.hypot(vx, vy)


nodes, weights = np.polynomial.legendre.leggauss(10)
share = (nodes + 1) / 2
trajectory_moment = 0.0
for s, weight in zip(share, weights / 2):
    transfer = transfer_from_trajectory(np.sqrt(1 / s - 1))
    assert abs(transfer / (2 * s) - 1) < 1e-3
    trajectory_moment += weight * pi * transfer**2 / s**2
assert abs(trajectory_moment / (4 * pi) - 1) < 1e-3


# Quantum Coulomb scattering: second moment from partial waves, k = 1
def partial_wave_moment(eta, last=2000):
    l = np.arange(last + 2)
    s_matrix = np.exp(2j * np.imag(loggamma(l + 1 + 1j * eta)))
    l = l[:-1]
    previous = np.concatenate(([0], s_matrix[:-2]))
    coefficient = ((2 * l + 1) * s_matrix[:-1] - l * previous
                   - (l + 1) * s_matrix[1:]) / 2j
    return np.sum(4 * pi * np.abs(coefficient)**2 / (2 * l + 1))


eta = Z1 * const.alpha / beta
quantum_ratio = partial_wave_moment(eta) / (4 * pi * eta**2)
assert abs(quantum_ratio - 1) < 1e-4
assert abs(partial_wave_moment(1.5) / (4 * pi * 1.5**2) - 1) < 1e-4

# Random electrons around the path, inside a cylinder of radius 7 b0
cylinder2 = 49.0
ion_count = 20000
mean_collisions = atom_density * Z2 * thickness * pi * b0**2 * cylinder2
numbers = rng.poisson(mean_collisions, ion_count)
assert numbers.min() > 0
losses = max_transfer / (1 + cylinder2 * rng.random(numbers.sum()))
starts = np.concatenate(([0], np.cumsum(numbers)[:-1]))
total_loss = np.add.reduceat(losses, starts)
del losses
cut_share = 1 / (1 + cylinder2)
simulated_ratio = total_loss.var() / (variance * (1 - cut_share))
deviation = total_loss - total_loss.mean()
simulated_skewness = np.mean(deviation**3) / total_loss.std()**3
# Tolerances are four or more standard errors of the simulation
assert abs(simulated_ratio - 1) < 0.045
assert abs(simulated_skewness - skewness) < 0.08


# Finite masses: angular quadrature in the centre-of-mass frame
def second_moment(charges, projectile, target):
    reduced = projectile * target / (projectile + target)

    def integrand(angle):
        s2 = np.sin(angle / 2)**2
        transfer = 2 * reduced**2 * beta2 / target * s2
        cross = (charges * e2 / (2 * reduced * beta2))**2 / s2**2
        return transfer**2 * cross * 2 * pi * np.sin(angle)

    return quad(integrand, 0, pi)[0]


electron_moment = 4 * pi * Z1**2 * e2**2
mass_factor = (ion_mass / (ion_mass + electron_mass))**2
assert abs(second_moment(Z1, ion_mass, electron_mass)
           / (electron_moment * mass_factor) - 1) < 1e-8
nuclear_ratio = Z2 * (ion_mass / (ion_mass + target_mass))**2
assert abs(second_moment(Z1 * Z2, ion_mass, target_mass)
           / (Z2 * electron_moment * nuclear_ratio) - 1) < 1e-8
reduced_mass = ion_mass * target_mass / (ion_mass + target_mass)
nuclear_b0 = Z1 * Z2 * e2 / (reduced_mass * beta2)
nuclear_max = 2 * reduced_mass**2 * beta2 / target_mass
hard_nuclear = (atom_density * thickness * pi * nuclear_b0**2
                * (nuclear_max / max_transfer - 1))
soft_nuclear_ratio = (atom_density * thickness * pi * nuclear_b0**2
                      * nuclear_max * max_transfer / variance)


# Relativistic electron scattering by the ion, first Born approximation
def relativistic_integrand(angle):
    s2 = np.sin(angle / 2)**2
    transfer = 2 * lorentz**2 * mv2 * s2
    cross = (Z1 * e2 / (2 * lorentz * mv2))**2 * (1 - beta2 * s2) / s2**2
    return transfer**2 * cross * 2 * pi * np.sin(angle)


relativistic_factor = lorentz**2 * (1 - beta2 / 2)
assert abs(quad(relativistic_integrand, 0, pi)[0]
           / (electron_moment * relativistic_factor) - 1) < 1e-8


# Moving electrons: full vector average, units m = v = Z1 e^2 = 1
def moving_electron_ratio(speed, q_min):
    points, point_weights = np.polynomial.legendre.leggauss(40)
    azimuth = np.arange(16) * 2 * pi / 16
    ion_velocity = np.array([0.0, 0.0, 1.0])
    total = 0.0
    for cosine, direction_weight in zip(points, point_weights / 2):
        electron = speed * np.array([np.sqrt(1 - cosine**2), 0, cosine])
        relative = electron - ion_velocity
        w = np.linalg.norm(relative)
        along = relative / w
        side = np.array([along[2], 0, -along[0]])
        span = np.log(2 * w / q_min)
        q = q_min * np.exp(span * (points + 1) / 2)
        q_along = -q**2 / (2 * w)
        q_across = q * np.sqrt(np.maximum(0, 1 - q**2 / (4 * w**2)))
        work = (q_along[:, None] * (along @ ion_velocity)
                + q_across[:, None] * np.cos(azimuth) * (side @ ion_velocity))
        cross = 8 * pi / (w**2 * q**2)
        integral = np.sum(point_weights * span / 2 * cross * np.mean(work**2, axis=1))
        total += direction_weight * w * integral
    return total / (4 * pi)


test_speed, test_q_min = 0.15, 1e-3
motion_formula = 1 + 2 / 3 * test_speed**2 * (np.log(2 / test_q_min) - 1.5)
motion_numeric = moving_electron_ratio(test_speed, test_q_min)
assert abs(motion_numeric - motion_formula) < 2e-3

# Slater atom: effective quantum number, electrons, screening constant
shells = np.array([
    [1.0, 2, 0.30],
    [2.0, 8, 7 * 0.35 + 2 * 0.85],
    [3.0, 8, 7 * 0.35 + 8 * 0.85 + 2],
    [3.0, 10, 9 * 0.35 + 18],
    [3.7, 8, 7 * 0.35 + 18 * 0.85 + 10],
    [3.7, 5, 4 * 0.35 + 36],
    [4.0, 1, 13 * 0.85 + 28]])
quantum_number, occupation, screening = shells.T
assert occupation.sum() == Z2
exponent = (Z2 - screening) / quantum_number
shell_energy = rydberg * exponent**2
shell_log = np.log(max_transfer / shell_energy)
assert np.all(shell_log > 0)
motion_change = np.sum((occupation * 4 * shell_energy / (3 * mv2)
                        * (shell_log - 1.5))[1:]) / Z2
k_share = occupation[0] / Z2


# Bunching: pairs of mean losses in one atom, all loss taken as local
def form_factor(q, n, zeta):
    a = 2 * zeta / bohr_radius
    return (a**(2 * n + 1) * np.sin(2 * n * np.arctan(q / a))
            / (2 * n * q * (a * a + q * q)**n))


def form_factor_quadrature(q, n, zeta):
    a = 2 * zeta / bohr_radius
    norm = a**(2 * n + 1) / gamma_function(2 * n + 1)
    return quad(lambda r: norm * r**(2 * n) * np.exp(-a * r)
                * np.sinc(q * r / pi), 0, 60 / a, limit=200)[0]


for row in (1, 4):
    args = (80.0, quantum_number[row], exponent[row])
    assert abs(form_factor(*args) - form_factor_quadrature(*args)) < 1e-6
log_q = np.linspace(np.log(1e-3), np.log(1e5), 8000)
q_grid = np.exp(log_q)
amplitudes = np.array([count * logarithm * form_factor(q_grid, n, zeta)
                       for count, logarithm, n, zeta in
                       zip(occupation, shell_log, quantum_number, exponent)])
pairs = amplitudes.sum(axis=0)**2 - np.sum(amplitudes**2 / occupation[:, None], axis=0)
pair_integral = np.trapezoid(pairs * q_grid**2, log_q) if hasattr(np, "trapezoid") \
    else np.trapz(pairs * q_grid**2, log_q)
bunching = electron_moment / mv2**2 * pair_integral / (2 * pi * Z2)

# Mean loss and the effect of slowing down on the variance
mean_excitation = np.exp(np.sum(occupation * np.log(shell_energy)) / Z2)


def stopping(energy):
    local_mv2 = electron_mv2(energy)
    return variance_rate / local_mv2 * np.log(2 * local_mv2 / mean_excitation)


step_energy = 1e4
slope = (stopping(ion_energy + step_energy)
         - stopping(ion_energy - step_energy)) / (2 * step_energy)
slowing_change = -slope * thickness
steps = 200
dx = thickness / steps
energies = np.full(ion_count, ion_energy)
random_sum = np.zeros(ion_count)
for _ in range(steps):
    kick = rng.normal(0, np.sqrt(variance_rate * dx), ion_count)
    energies = energies - stopping(energies) * dx + kick
    random_sum += kick
slowing_simulated = energies.var() / random_sum.var() - 1
assert abs(slowing_simulated - slowing_change) < 0.01
mean_loss = ion_energy - energies.mean()
thickness_sigma = stopping(ion_energy) * thickness * thickness_spread

# Report
print(f"Ion charge number Z1: {Z1}")
print(f"Electrons per Mo atom Z2: {Z2}")
print(f"Ion energy: {ion_energy/1e6:.1f} MeV")
print(f"Foil thickness: {thickness/1e3:.1f} micrometre")
print(f"Mo density, rough input: {density_g_cm3:.1f} g/cm3")
print(f"Mo molar mass: {molar_mass:.2f} g/mol")
print(f"Atom density N: {atom_density:.3f} nm^-3")
print(f"e^2 in Gaussian form: {e2:.5f} eV nm")
print(f"Ion speed v/c: {beta:.4f}")
print(f"Ion speed over Z1 times Bohr speed: {beta/(Z1*const.alpha):.2f}")
print(f"Electron m v^2: {mv2/1e3:.3f} keV")
print(f"Maximum transfer 2 m v^2: {max_transfer/1e3:.3f} keV")
print(f"Collision length b0: {b0:.4e} nm")
print(f"Coulomb parameter eta: {eta:.4f}")
print(f"Bohr variance per length: {variance_rate:.4e} eV^2/nm")
print(f"Bohr variance: {variance/1e6:.4e} keV^2")
print(f"Bohr variance in cgs: {variance_erg2:.4e} erg^2")
print(f"Bohr standard deviation: {sigma/1e3:.2f} keV")
print(f"Gaussian full width at half maximum: {sigma*np.sqrt(8*np.log(2))/1e3:.1f} keV")
print(f"Variance over squared maximum transfer: {variance/max_transfer**2:.3f}")
print(f"Skewness formula: {skewness:.4f}")
print(f"Skewness, simulation: {simulated_skewness:.4f}")
print(f"Trajectory second moment over formula: {trajectory_moment/(4*pi):.6f}")
print(f"Partial-wave second moment over formula: {quantum_ratio:.7f}")
print(f"Simulated variance over formula with cutoff: {simulated_ratio:.4f}")
print(f"Simulation cutoff Tmin/Tm: {cut_share:.3f}")
print(f"Simulated ions: {ion_count}")
print(f"Mean collisions per simulated ion: {mean_collisions:.1f}")
print(f"Moving-electron test, vector average: {motion_numeric:.5f}")
print(f"Moving-electron test, formula: {motion_formula:.5f}")
print(f"Relativistic change of variance: {100*(relativistic_factor-1):.2f} %")
print(f"Finite ion mass change of variance: {100*(mass_factor-1):.4f} %")
print(f"Slater K-shell energy: {shell_energy[0]/1e3:.2f} keV")
print(f"K-shell share of electrons: {100*k_share:.2f} %")
print(f"Electron motion, all but K shell, estimate: {100*motion_change:.1f} %")
print(f"Bunching in atoms, local-loss estimate: {100*bunching:.1f} %")
print(f"Slater mean excitation energy, rough: {mean_excitation:.0f} eV")
print(f"Stopping power, estimate: {stopping(ion_energy)/1e3:.4f} keV/nm")
print(f"Mean energy loss, estimate: {mean_loss/1e6:.2f} MeV")
print(f"Slowing-down change, formula: {100*slowing_change:.2f} %")
print(f"Slowing-down change, simulation: {100*slowing_simulated:.2f} %")
print(f"Formal nuclear variance over Bohr variance: {100*nuclear_ratio:.2f} %")
print(f"Nuclear hits above 2 m v^2 per ion: {hard_nuclear:.3e}")
print(f"Nuclear variance below 2 m v^2 over Bohr: {100*soft_nuclear_ratio:.4f} %")
print(f"Assumed foil thickness spread, one sigma: {100*thickness_spread:.1f} %")
print(f"Loss spread from uneven thickness: {thickness_sigma/1e3:.1f} keV")
print(f"Uneven-thickness variance over Bohr: {100*thickness_sigma**2/variance:.1f} %")
print("every check passed")
```

Running it gives:

```
Ion charge number Z1: 2
Electrons per Mo atom Z2: 42
Ion energy: 100.0 MeV
Foil thickness: 100.0 micrometre
Mo density, rough input: 10.2 g/cm3
Mo molar mass: 95.95 g/mol
Atom density N: 64.019 nm^-3
e^2 in Gaussian form: 1.43996 eV nm
Ion speed v/c: 0.2271
Ion speed over Z1 times Bohr speed: 15.56
Electron m v^2: 26.353 keV
Maximum transfer 2 m v^2: 52.707 keV
Collision length b0: 1.0928e-04 nm
Coulomb parameter eta: 0.0643
Bohr variance per length: 2.8024e+05 eV^2/nm
Bohr variance: 2.8024e+04 keV^2
Bohr variance in cgs: 7.1937e-14 erg^2
Bohr standard deviation: 167.40 keV
Gaussian full width at half maximum: 394.2 keV
Variance over squared maximum transfer: 10.088
Skewness formula: 0.1574
Skewness, simulation: 0.1625
Trajectory second moment over formula: 0.999999
Partial-wave second moment over formula: 1.0000000
Simulated variance over formula with cutoff: 0.9816
Simulation cutoff Tmin/Tm: 0.020
Simulated ions: 20000
Mean collisions per simulated ion: 494.3
Moving-electron test, vector average: 1.09141
Moving-electron test, formula: 1.09151
Relativistic change of variance: 2.72 %
Finite ion mass change of variance: -0.0274 %
Slater K-shell energy: 23.66 keV
K-shell share of electrons: 4.76 %
Electron motion, all but K shell, estimate: 10.2 %
Bunching in atoms, local-loss estimate: 2.3 %
Slater mean excitation energy, rough: 631 eV
Stopping power, estimate: 0.0471 keV/nm
Mean energy loss, estimate: 4.79 MeV
Slowing-down change, formula: 3.50 %
Slowing-down change, simulation: 3.78 %
Formal nuclear variance over Bohr variance: 6.73 %
Nuclear hits above 2 m v^2 per ion: 2.414e-03
Nuclear variance below 2 m v^2 over Bohr: 0.0240 %
Assumed foil thickness spread, one sigma: 1.0 %
Loss spread from uneven thickness: 47.1 keV
Uneven-thickness variance over Bohr: 7.9 %
every check passed
```
